Dielectric response of a Bruggeman mixture at its percolation threshold

**Problem**

A composite dielectric consists of spherical conducting grains, with volume fraction p, and spherical insulating grains filling the rest. The conductor has relative permittivity ε₁ and conductivity σ; the insulator has real relative permittivity ε₂. In the symmetric Bruggeman theory each grain, of either kind, is treated as a sphere embedded in a uniform medium with the unknown permittivity ε of the mixture, and ε is fixed by requiring that the volume-averaged dipole moment of the grains vanish.

(a) Find the fraction p at which conducting paths first appear, and estimate by scaling how ε depends on frequency there.
(b) Solve the theory at that fraction and find the loss angle at low frequency, with its leading correction.
(c) Evaluate the result for ε₁ = 40, σ = 1 S/cm and ε₂ = 9 at 10 MHz, 100 MHz and 1 GHz, and judge whether a real film would follow it.

Fields vary as exp(+iωt), and ε = ε′ − iε″ with tan δ = ε″/ε′. Grains are much smaller than the wavelength and the skin depth, so the field is quasistatic. The current density in the conductor is σE + iωε₀ε₁E = iωε₀e₁E, with

e₁ = ε₁ − is, s = σ/(ωε₀).

The contrast between the phases is measured by R = s/ε₂.

**The zero-dipole condition**

Put a sphere of radius a and permittivity eᵢ in the medium ε under a field E₀. The potential is −Fr cos θ inside and (−E₀r + B/r²) cos θ outside. With β = B/(a³E₀), continuity of the potential and of the normal displacement at r = a gives

F = E₀(1 − β),
eᵢF = εE₀(1 + 2β).

Eliminating F gives eᵢ(1 − β) = ε(1 + 2β), so

β = (eᵢ − ε)/(eᵢ + 2ε), F/E₀ = 3ε/(eᵢ + 2ε).

The dipole moment is proportional to a³β, that is, to grain volume times β. Grain sizes therefore drop out, and the condition is

p(e₁ − ε)/(e₁ + 2ε) + (1 − p)(ε₂ − ε)/(ε₂ + 2ε) = 0.

**First estimate by scaling**

At low frequency |e₁| is very large. Suppose that ε lies far from both constituents, ε₂ ≪ |ε| ≪ |e₁|. The two dipole factors are then

(e₁ − ε)/(e₁ + 2ε) = 1 − 3ε/(e₁ + 2ε) ≈ 1 − O(ε/e₁),
(ε₂ − ε)/(ε₂ + 2ε) = −1/2 + (3/2)ε₂/(ε₂ + 2ε) ≈ −1/2 + O(ε₂/ε).

The leading terms cancel if p − (1 − p)/2 = 0, which gives p = 1/3. What remains must also cancel, so the two small corrections are of equal order:

ε/e₁ ~ ε₂/ε, hence ε² ~ e₁ε₂.

Since e₁ ≈ −is, the estimate is |ε| ~ √(sε₂), which varies as ω^(−1/2). The phase of ε is half that of −i, namely −45°. The assumption is consistent, because |ε|/ε₂ and |e₁/ε| are both of order √R, which is large. The numerical factor is left open.

**Exact solution of the mean-field equation**

Multiply the condition by both denominators:

p(e₁ − ε)(ε₂ + 2ε) + (1 − p)(ε₂ − ε)(e₁ + 2ε) = 0.

The products are

(e₁ − ε)(ε₂ + 2ε) = e₁ε₂ + 2e₁ε − ε₂ε − 2ε²,
(ε₂ − ε)(e₁ + 2ε) = e₁ε₂ + 2ε₂ε − e₁ε − 2ε².

Weighting them and changing the overall sign gives

2ε² − [(3p − 1)e₁ + (2 − 3p)ε₂]ε − e₁ε₂ = 0.

This confirms the threshold. For p < 1/3, dividing by e₁ and letting ω → 0 leaves a finite permittivity ε = ε₂/(1 − 3p). For p > 1/3 there is a solution growing with e₁, for which 2ε ≈ (3p − 1)e₁; the mixture then has the dc conductivity (3p − 1)σ/2.

At p = 1/3 the term in e₁ε vanishes, and

2ε² − ε₂ε − e₁ε₂ = 0,
ε = [ε₂ ± √(ε₂² + 8e₁ε₂)]/4.

The quantity under the root has positive real part and negative imaginary part, and so has its principal square root. The plus sign therefore gives ε″ > 0, a medium that absorbs power. The minus sign gives ε″ < 0, which a passive mixture cannot have. Thus

ε = ε₂/4 + √(e₁ε₂/2 + ε₂²/16).

To expand at low frequency, factor out the large term:

e₁ε₂/2 + ε₂²/16 = −i(sε₂/2)[1 + i(ε₁ + ε₂/8)/s].

Use √(−i) = (1 − i)/√2 and define

a = ½√(sε₂), x = (ε₁ + ε₂/8)/(2s).

To first order in x the square root is a(1 − i)(1 + ix) = a[(1 + x) − i(1 − x)], so

ε′ ≈ ε₂/4 + a(1 + x),
ε″ ≈ a(1 − x).

As ω → 0 both parts approach

ε′ ≈ ε″ ≈ ½√(ε₂σ/(ωε₀)),

and δ tends to 45°. The leading correction comes from ε₂/4, since x is of order 1/R while ε₂/(4a) = 1/(2√R). Hence tan δ ≈ 1 − 1/(2√R). Near tan δ = 1 the angle changes by half the change of its tangent, so

δ ≈ π/4 − 1/(4√R).

The leading permittivity is √(e₁ε₂/2), a geometric mean of a resistive and a capacitive response. Its loss angle is the average of 90° and 0°.

**Comparison and numbers**

At 10 MHz, s = 179751 and R = 19972. The scaling estimate is √(179751 × 9) = 1272. The solution has ε′ = 638.3 and ε″ = 635.9, so |ε| = 901. The estimate has the right power and phase but is too large by √2, the factor lost when the two corrections were balanced only in order of magnitude.

The leading law gives ½ × 1272 = 636.0 for both parts. At 100 MHz the solution is ε′ = 203.6, ε″ = 200.9, and at 1 GHz it is 66.6 and 62.9. Each decade lowers ε′ by factors of 3.14 and then 3.06, against √10 = 3.16.

The loss angles are 44.89°, 44.62° and 43.36°. At 10 MHz the correction 1/(4 × 141.3) rad is 0.10°, close to the 0.11° found. At 1 GHz it is 1/(4 × 14.13) rad = 1.01°, which would give 43.99°. The term in x, the larger part of the next order in 1/√R, matters there: x = 41.125/(2 × 1797.5) = 0.0114 lowers tan δ by about 2x and the angle by x, or 0.66°, leaving 43.33°.

**How narrow the threshold is**

Let p = 1/3 + Δ with Δ small. To first order, the term 3Δe₁ε in the quadratic adds 3Δe₁/4 to ε. Relative to √(e₁ε₂/2) this is

(3Δ/4)√(2e₁/ε₂) ≈ (3Δ/4)√R (1 − i).

Its imaginary part raises the loss angle by (3/4)√R Δ radians. A 5° change, 0.0873 rad, at 10 MHz therefore needs only Δ = 0.0873/(0.75 × 141.3) = 8.2 × 10⁻⁴. For Δ = −0.01 and +0.01, beyond this linear range, the full solution gives 6.0° and 83.8°. At any fixed nonzero Δ the square-root law ends when the frequency is low enough that |Δ|√R is no longer small.

The insulator sets another limit. If it has a small loss angle δ₂, the geometric mean adds δ₂/2; for tan δ₂ = 0.01 the addition is 0.29° at 10 MHz. If it has a dc conductivity σ₂, both phases become resistive below about ω = σ₂/(ε₀ε₂), and δ rises towards 90°. For a rough σ₂ = 10⁻¹⁴ S/cm the corresponding frequency ω/2π is 2 mHz, far below the range used here.

**Field inside the insulator**

The large ε′ reflects energy stored in strong fields in the insulator. Apply the potential −E₀z on the boundary of a sample. Because the displacement D has no divergence, the volume average of D·E* depends on boundary values alone and equals ⟨D⟩·E₀*. With Mᵢ the mean of |E|²/|E₀|² within phase i,

ε = p e₁M₁ + (1 − p)ε₂M₂.

The imaginary part gives pM₁ = ε″/s. Inserting this in the real part gives

(1 − p)ε₂M₂ = ε′ − ε₁ε″/s.

At 10 MHz, M₂ = (638.28 − 0.14)/6 = 106.4, an rms enhancement of 10.3. With the mean-field ε, this enhancement, √M₂, grows as ω^(−1/4) when the frequency falls. The single-sphere formula gives only |3ε/(ε₂ + 2ε)| ≈ 1.5 for an insulating grain, because it describes the average field in a uniform surrounding. M₂ also counts the strong local fluctuations, such as those in narrow gaps between conducting clusters. With 0.1 V rms across a 1000 nm film the mean field is 0.001 MV/cm and the rms insulator field 0.010 MV/cm. An rms insulator field of 5 MV/cm, a rough breakdown value, would be reached at about 50 V rms. Under a continuous signal heat sets a much lower limit: the dissipated power density ωε₀ε″E², with E the rms mean field, would then amount to nearly 10⁵ W per cm² of film, and even 1 V rms gives about 35 W/cm². Local field peaks above the rms value can also cause earlier damage.

**Would a real film follow the law?**

The parameters are rough values for conducting, oxygen-deficient titanium oxide grains in aluminium oxide, here 20 nm grains in a 1000 nm test film. The model gives 0.565 μF/cm² at 10 MHz, but with tan δ near 1 the film is a poor gate dielectric. It is also far thicker than a gate film of a few nanometres, which could not hold even one such grain.

One assumption at risk is mean field itself. A random cubic network of admittances tests it. In a uniform network of bonds g, symmetry sends one third of the current between neighbouring nodes through their own bond, so the rest acts as 2g in parallel, and the mean-field equation has the same form as for spheres. For an admittance ratio 3 − 2i at p = 1/3, four networks of side 14 gave a mean 2.0% from the mean-field value. At strong contrast the agreement fails. Twelve networks of side 16, with the 100 MHz contrast and the lattice's own threshold fraction of 0.2488, gave 32.4° ± 2.5° (standard error), against 44.6° from Bruggeman. This value is not converged in size. The correlation length at this contrast is about 11 bonds, comparable to the side, and the angle shifts by about ten degrees with sample shape and averaging: a long 16 × 16 bar gives about 22°, and averages over smaller cubes can exceed 45°. A real random composite may thus miss 45° by ten degrees or more, and its threshold need not be 1/3. The frequency law changes as well. A power law ε ∝ (iω)^(−y) has the loss angle 90° × y, so an angle below 45° goes with a power weaker than 1/2; for three-dimensional percolation y is roughly 0.3. At strong contrast ε′, and with it the capacitance, then lies below the Bruggeman value. In such networks the factor is about 2 to 3 at the 100 MHz contrast, and it grows as the frequency falls. The rms insulator field is lower as well, about 3 times the applied field against 5.8 from mean field at 100 MHz.

The film must also be thicker than the distance over which the clusters are correlated. Taking this as the grain diameter times R^0.32, with a rough exponent for three-dimensional percolation, gives roughly 500 nm at 10 MHz, about half the film.

Grain surfaces matter as well. For a rough mobility of 0.1 cm²/Vs the carrier density is 6.2 × 10¹⁹ cm⁻³, or about 260 carriers per grain. The screening length is 1.3 nm, including the mild degeneracy for a band of free-electron mass. That band picture is only nominal: at this mobility the mean free path would be about 0.01 nm, so transport is closer to hopping, and heavier, nondegenerate carriers give about 1.0 nm. A shell of that depth holds 1 − (1 − 0.13)³ ≈ 34% of a grain's volume. If it were depleted, the shift in conducting fraction would far exceed the tolerance of 8.2 × 10⁻⁴. Actual depletion depends on the band bending at the interface and can be deeper: in the depletion approximation 0.1 V empties about two thirds of a grain and 0.5 V empties it entirely.

Thin insulating gaps can conduct by tunnelling. Let the barrier be φ, the mass m and κ = √(2mφ)/ħ. Give each transverse wave vector k the conductance (2q²/h)exp[−2d√(κ² + k²)], where q is the electron charge and the banks are taken as metallic. Integrating over d²k/(2π)² with y² = κ² + k² and multiplying by the gap d gives the gap conductivity

σ_t = (q²d/πh)∫ y exp(−2yd) dy, from y = κ to ∞,
σ_t = (q²/h)(κ/2π)[1 + 1/(2κd)] exp(−2κd).

For a rough φ = 1.5 eV and m = 0.3 electron masses, σ_t equals ωε₀ε₂ at d = 2.2 nm for 10 MHz. This is an upper estimate. Banks with only 6 × 10¹⁹ cm⁻³ carriers and wave matching at the interfaces give about 1.8 nm, and a 2.5 eV barrier gives 1.3 to 1.8 nm. In this estimate thinner gaps behave more as conductors than as insulators, which again shifts the threshold.

Temperature acts differently. With a rough activation energy of 0.1 eV, heating from 300 to 358 K raises σ by a factor of about 1.9 and ε′ at 10 MHz by about √1.9 ≈ 1.4, while the model's angle stays at 44.9°. The remaining values are in the numerical output.

Values computed for the example and the checks

```
Conducting grains: eps1 = 40, sigma = 1.0 S/cm
Insulating grains: eps2 = 9; fraction p = 0.3333
Film 1000 nm, grain diameter 20 nm
f = 10 MHz: s = 179751.0, R = 19972.3
  eps' = 638.28, eps'' = 635.88
  leading law eps' = eps'' = 635.96
  loss angle = 44.89 deg
  capacitance density = 0.5651 uF/cm2
  rms insulator field / applied field = 10.31
  correlation length (rough) = 476 nm
  gap where tunnelling = displacement: 2.23 nm
f = 100 MHz: s = 17975.1, R = 1997.2
  eps' = 203.59, eps'' = 200.88
  leading law eps' = eps'' = 201.11
  loss angle = 44.62 deg
  capacitance density = 0.1803 uF/cm2
  rms insulator field / applied field = 5.82
  correlation length (rough) = 228 nm
  gap where tunnelling = displacement: 1.90 nm
f = 1000 MHz: s = 1797.5, R = 199.7
  eps' = 66.58, eps'' = 62.87
  leading law eps' = eps'' = 63.60
  loss angle = 43.36 deg
  capacitance density = 0.0589 uF/cm2
  rms insulator field / applied field = 3.30
  correlation length (rough) = 109 nm
  gap where tunnelling = displacement: 1.56 nm
Low-frequency log slopes: eps' -0.49999, eps'' -0.50000
Weak-contrast network vs Bruggeman: 1.99 % apart
Network: 12 samples, side 16, bond p 0.2488
Network angle at 100 MHz contrast: 32.4 +- 2.5 deg
Correlation exponent used (rough) = 0.32
Fraction error turning angle 5 deg at 10 MHz = 8.23e-04
Angle at 10 MHz, p - 0.01: 6.04 deg
Angle at 10 MHz, p + 0.01: 83.77 deg
Insulator tan delta 0.01: adds 0.287 deg at 10 MHz
Insulator leakage 1e-14 S/cm: cutoff 2.00 mHz
Test voltage 0.1 V rms: mean field 0.0010 MV/cm
  rms insulator field, 10 MHz: 0.0103 MV/cm
Voltage for rms 5 MV/cm at 10 MHz = 48.5 V rms
Tunnel barrier 1.5 eV, mass 0.3 m_e (rough)
Mobility 0.1 cm2/Vs; density 6.24e+19 cm^-3
Carriers per grain = 261
Band density of states (mass m_e, 300 K) = 2.51e+19 cm^-3
Screening length: Debye 0.96 nm, with degeneracy 1.29 nm
At 358 K, activation 0.1 eV: sigma 1.87 S/cm
  eps' at 10 MHz = 872.3, angle = 44.92 deg
```
